# Logarithmic Displacement of a Tagged Atom Driven by One Vacancy, part 2

An infinite square lattice of spacing $a$ is full except for one vacancy. At each step the vacancy exchanges places with one of its four neighbours, each with probability $1/4$. One atom is tagged but exchanges like any other. We seek its mean-square displacement $\langle R_n^2\rangle$ after $n$ vacancy steps, at long times.

Site vectors are in units of $a$, and $\mathbf R_n$ is in units of length. The vacancy starts at $\mathbf r_0\ne0$ from the atom; $\mathbf e$ is any unit lattice vector. Angle brackets average over vacancy histories at fixed $\mathbf r_0$.

The function $G(\mathbf r;z)$ generates, with weight $z^n$, the probabilities that a free walk from the origin is at $\mathbf r$ after $n$ steps; $G_0=G(0;z)$. It obeys

$$G(\mathbf r;z)=\delta_{\mathbf r,0}+\frac z4\sum_{\mathbf e}G(\mathbf r-\mathbf e;z), \tag{3}$$

$$G_0=1+z\,G(\mathbf e;z),\qquad G(\mathbf e;z)=\frac{G_0-1}{z}. \tag{4}$$

The waiting times to the first exchange and between later ones are generated by

$$F_0(z)=\frac{G(\mathbf r_0;z)}{G_0},\qquad F(z)=\frac{G(\mathbf e;z)}{G_0}=\frac{G_0-1}{zG_0}. \tag{7}$$

After a jump of the atom along the unit vector $\mathbf u$, $A(\mathbf u';z)$ generates the waiting time for a next jump along $\mathbf u'$. The difference $C(z)=A(\mathbf u;z)-A(-\mathbf u;z)$ is, at $z=1$ and if return is certain, the mean cosine between successive jumps:

$$C(z)=-\frac z4\,\big[G(0;z)-G(2\mathbf e;z)\big]. \tag{11}$$

On a chain of atoms, by contrast, $C=-F$.

The exact results for the displacement and the mean number of exchanges $\langle N_n\rangle$ are

$$\sum_n z^n\langle R_n^2\rangle=\frac{a^2}{1-z}\;\frac{z\,G(\mathbf r_0;z)}{1-(1-z)G_0}\;\frac{1+C(z)}{1-C(z)}, \tag{18}$$

$$\sum_n z^n\langle N_n\rangle=\frac{1}{1-z}\;\frac{z\,G(\mathbf r_0;z)}{1-(1-z)G_0}. \tag{19}$$

Below, "series" means the coefficients of (18), and "rule" means advancing the hopping rule numerically, step by step. Long times correspond to $z$ near 1.

### The free walk near $z=1$

Each step changes $x+y$ by $\pm1$ and $x-y$ by $\pm1$, and the four sign pairs are equally likely. These two coordinates therefore perform independent one-dimensional walks. After $n$ steps such a walk is at $m$ with probability $\frac1{2\pi}\int_{-\pi}^{\pi}\cos(mk)\cos^nk\,dk$. Multiplying the two probabilities and summing over $n$ with weight $z^n$ gives, for a site $(m,m)$ on the diagonal,

$$G(m,m;z)=\int_{-\pi}^{\pi}\!\frac{dk}{2\pi}\int_{-\pi}^{\pi}\!\frac{dq}{2\pi}\;\frac{\cos 2mk}{1-z\cos k\cos q}. \tag{21}$$

With $B=z\cos k$ and $t=\tan(q/2)$, the inner integral is

$$\int_{-\pi}^{\pi}\frac{dq}{1-B\cos q}=\int_{-\infty}^{\infty}\frac{2\,dt}{(1-B)+(1+B)t^2}=\frac{2\pi}{\sqrt{1-B^2}}. \tag{22}$$

Hence, using the symmetry of the integrand for $m=0$,

$$G_0=\frac2\pi\int_0^{\pi/2}\frac{dk}{\sqrt{1-z^2\cos^2k}}. \tag{23}$$

Put $\kappa^2=1-z^2$, so that the root is $\sqrt{\kappa^2+z^2\sin^2k}$, and split the numerator as $1=\cos k+(1-\cos k)$. The first part is elementary, and the second stays finite as $\kappa\to0$:

$$\begin{aligned}
\int_0^{\pi/2}\!\frac{\cos k\,dk}{\sqrt{\kappa^2+z^2\sin^2k}}&=\frac1z\,\mathrm{arsinh}\frac z\kappa\simeq\ln\frac2\kappa,\\
\int_0^{\pi/2}\!\frac{1-\cos k}{\sin k}\,dk&=\int_0^{\pi/2}\!\tan\frac k2\,dk=\ln2.
\end{aligned} \tag{24}$$

The sum is $\ln(4/\kappa)$. Since $\kappa^2\simeq2(1-z)$, this equals $\frac12\ln[16/\kappa^2]=\frac12\ln[8/(1-z)]$, and

$$G_0\simeq\frac1\pi\ln\frac8{1-z}. \tag{25}$$

The divergence makes $F\to1$ in (7): the vacancy is certain to return. It is so weak that $(1-z)G_0\to0$.

### Finite differences and the correlation factor

The start enters through $b(\mathbf r)=\lim_{z\to1}[G_0-G(\mathbf r;z)]$. For a neighbour, (4) gives $G_0-G(\mathbf e)=[1-(1-z)G_0]/z$, so $b(\mathbf e)=1$. On the diagonal, (21) and (22) at $z=1$ give

$$b(m,m)=\frac1\pi\int_0^\pi\frac{1-\cos2mk}{\sin k}\,dk=\frac4\pi\sum_{j=1}^m\frac1{2j-1}. \tag{26}$$

The sum arises because $2\sin k\,\sin(2j-1)k=\cos(2j-2)k-\cos2jk$. Adding this over $j$ leaves $1-\cos2mk$, and $\int_0^\pi\sin(2j-1)k\,dk=2/(2j-1)$. In particular $b(1,1)=4/\pi$.

For $\mathbf r\neq0$, subtracting (3) from $G_0$ gives

$$G_0-G(\mathbf r)=(1-z)G_0+\frac z4\sum_{\mathbf e}[G_0-G(\mathbf r-\mathbf e)]. \tag{27}$$

In the limit, $b(\mathbf r)$ is the average of $b$ over the four neighbours of $\mathbf r$. Starting from the diagonal values and $b(\mathbf e)=1$, this relation and the lattice symmetry fix $b$ at all other sites, so it is finite everywhere. At $\mathbf r=(1,0)$ the neighbours are $(0,0)$, $(2,0)$ and $(1,\pm1)$:

$$1=\frac14\Big[0+b(2,0)+\frac8\pi\Big],\qquad b(2,0)=4-\frac8\pi. \tag{28}$$

Equation (11) now gives the mean cosine and the correlation factor $f$:

$$C(1)=\frac2\pi-1\approx-0.363,\qquad f=\frac{1+C(1)}{1-C(1)}=\frac{2/\pi}{2-2/\pi}=\frac1{\pi-1}\approx0.467. \tag{29}$$

Solving the absorbing walk directly on a box of $121\times121$ sites, with loss at its edges, gives $A(\mathbf u)-A(-\mathbf u)=-0.36331$, against $-0.36338$ from (29). In the box this difference is not yet the mean cosine, because the vacancy returns with a probability of only about 0.73; the difference is insensitive to the edges and tends to the mean cosine as the box grows. At long times, reversals thus reduce the mean-square displacement to a little under half of what the same number of uncorrelated jumps would give. On the chain $f$ is zero.

### The logarithmic law

Near $z=1$, insert $G(\mathbf r_0)\simeq G_0-b(\mathbf r_0)$, (25) and (29) into (18):

$$\sum_nz^n\langle R_n^2\rangle\simeq\frac{a^2f}{1-z}\left[\frac1\pi\ln\frac8{1-z}-b(\mathbf r_0)\right]. \tag{30}$$

The product of $-\ln(1-z)=\sum_k z^k/k$ and $1/(1-z)$ has the coefficients $H_n=\sum_{k=1}^n1/k=\ln n+\gamma+O(1/n)$, where $\gamma\approx0.5772$ is Euler's constant. The coefficient of $z^n$ in (30) gives

$$\langle R_n^2\rangle=\frac{a^2}{\pi(\pi-1)}\big[\ln(8n)+\gamma-\pi b(\mathbf r_0)\big]+O\!\left(\frac{a^2\ln n}{n}\right). \tag{31}$$

It remains to show that the rest of (18) contributes no more than the stated error. By (23), $G_0$ can be continued beyond the unit circle except across cuts that start at $z=\pm1$, and the other functions behave in the same way. The denominators do not vanish on the circle. A walk from a neighbour reaches the atom after an odd number of steps, so $|F|=1$ requires $z=\pm1$, and $F(-1)=-1$. Also $|C|<1$, because part of the arrivals come from the perpendicular sides. The coefficients for large $n$ are therefore set by the neighbourhoods of $z=\pm1$. Near $z=1$ the largest omitted terms are proportional to $\ln^2(1-z)$, whose coefficient of $z^n$ is $2H_{n-1}/n$; this is the error in (31). Near $z=-1$ the function stays bounded, since $G(\mathbf r_0)/(1-2G_0)$ does, and contributes at most $O(1/n)$.

The same steps applied to (19) give

$$\langle N_n\rangle\simeq\frac1\pi[\ln(8n)+\gamma]-b(\mathbf r_0),\qquad \langle R_n^2\rangle\simeq a^2f\langle N_n\rangle. \tag{32}$$

At long times the rate of exchange per step, averaged over even and odd steps, approaches $1/(\pi n)$. This is also the probability of finding a free walk at a given site, averaged over even and odd steps: it is $2/(\pi n)$ at the steps that parity allows. The vacancy spreads over an area proportional to $n$, and its visits to the atom become rarer in proportion.

For a start beside the atom, (18) gives $\langle R_n^2\rangle=0.6285\,a^2$ at $n=100$, and (31) gives $0.6124\,a^2$, which is 2.6 % lower. At $n=1500$ the difference is $0.0017\,a^2$ and at $n=20\,000$ it is $0.00017\,a^2$. This tenfold decrease is what $\ln n/n$ predicts.

The start changes the constant but not the coefficient of the logarithm. For a distant start on the diagonal, $\sum_{j=1}^m1/(2j-1)=H_{2m}-\frac12H_m\simeq\frac12\ln m+\ln2+\frac12\gamma$. With $r_0^2=2m^2$ this gives $\pi b\simeq\ln(8r_0^2)+2\gamma$, and the bracket in (31) becomes $\ln(n/r_0^2)-\gamma$. The law therefore needs $n\gg r_0^2$, the number of steps in which the vacancy covers the distance to the atom.

### Continuous time

Let the vacancy hop at random times with total rate $\Gamma$, that is $\Gamma/4$ to each neighbour. The number of hops in time $t$ has a Poisson distribution with mean and variance $\Gamma t$. Expanding $\ln n$ about the mean gives $\langle\ln n\rangle\simeq\ln\Gamma t-1/(2\Gamma t)$, so $n$ is replaced by $\Gamma t$ within the accuracy of (31):

$$\langle R^2(t)\rangle\simeq\frac{a^2}{\pi(\pi-1)}\big[\ln(8\Gamma t)+\gamma-\pi b(\mathbf r_0)\big]. \tag{33}$$

The time derivative falls as $1/t$, so a single vacancy on an infinite lattice gives the atom no diffusion coefficient. A small concentration $c$ of vacancies per site does. Each of the atom's four neighbouring sites is then empty with probability $c$ and exchanges at rate $\Gamma/4$, which adds $c\Gamma t$ exchanges. This linear term finally exceeds the logarithm.

### A vacancy in the top layer of Cu(001)

The top layer of a copper (001) surface is a square lattice with a spacing of about 0.26 nm; the calculation uses $a=0.256$ nm. Take $T=300$ K, a migration barrier of 0.40 eV and an attempt frequency of $10^{13}$ Hz; both are rough typical values. With $k_BT=0.02585$ eV,

$$\Gamma=4\times10^{13}\,\mathrm{s^{-1}}\;e^{-0.40/0.02585}=7.6\times10^6\ \mathrm{s^{-1}}. \tag{34}$$

The tagged atom is a copper atom with the vacancy beside it, so $b=1$. The prefactor is $0.1486\times(0.256\ \mathrm{nm})^2=0.00974\ \mathrm{nm^2}$. After 1 ms the vacancy has made about 7600 hops on average, and

$$\langle R^2\rangle=0.00974\,[11.02+0.58-3.14]\ \mathrm{nm^2}=0.082\ \mathrm{nm^2}. \tag{35}$$

The root-mean-square displacement is 0.29 nm, or $2.9\times10^{-10}$ m, little more than one spacing. It results from 2.7 exchanges on average. Each further decade of time adds 0.022 nm². At 0.01 ms, after 76 hops, the law gives 0.0375 nm² and the full series 0.0388 nm²; at 1 ms the two agree to the digits quoted in (35).

Real terraces are bounded by steps, where the vacancy can be lost. On a long terrace 100 nm wide between two parallel steps, with the atom in the middle, the edges are 50 nm away; a terrace bounded on all four sides loses the vacancy sooner than the figures below indicate. After 1 ms the vacancy has spread by $a\sqrt{\Gamma t/2}=15.8$ nm along one axis. In the diffusion approximation, the probability that it has reached an edge is about 0.3 %. The mean time to reach one is 10 ms, so on this terrace the logarithmic regime ends on that scale. With a rough formation energy of 0.5 eV and no entropy term, there are $4\times10^{-9}$ thermal vacancies per site. They add $3\times10^{-5}$ exchanges in 1 ms, and without edges they would match the single vacancy after about 220 s. If the barrier for a hop into the second layer is higher by a rough 0.40 eV, the mean number of such hops in 1 ms is 0.0015.

The hop rate matters more. With all else fixed, an error of 0.05 eV in the barrier changes $\Gamma$ by a factor of 7. The logarithm reduces this to $0.00974\times0.05/0.02585=0.019$ nm², or 23 % of the value at 1 ms. The leading tunnelling correction, $1+(h\nu/k_BT)^2/24$ with $\nu$ set equal to the attempt frequency, would raise $\Gamma$ by 11 % and $\langle R^2\rangle$ by about 1 %. This is probably an overestimate, because the assumed 10 THz lies above the phonon frequencies of bulk copper, which stay below 8 THz.

The model also assumes that the tagged atom exchanges like its neighbours. A marker atom of another element need not do so. If its exchange barrier alone is 0.05 eV higher, its relative exchange rate is 0.145. Advancing the hopping rule with this rate gives $0.25\,a^2$ after 1000 attempted vacancy hops, against $0.96\,a^2$ for an equal atom. Equation (33) thus applies to a copper atom among copper atoms, within the limits on time, edges and other vacancies given above; it overestimates the mean-square displacement of such a marker almost fourfold at that time, and its root-mean-square displacement about twofold. Any attraction or repulsion between marker and vacancy would change the number further and is not included here. The remaining figures are in the numerical output below.

## Table of computed values

```
TESTS (lengths in units of a)
largest deviation, rule vs series, neighbour start: 1.3e-15 a^2
largest deviation, rule vs series, diagonal start: 5.6e-16 a^2
G(0)-G(r), z=1: (1,0) 1.000000, (2,0) 1.453521
G(0)-G(1,1), z=1: sum 1.27321, 4/pi 1.27324
mean cosine: absorbing box -0.36331, 2/pi-1 -0.36338
correlation factor 1/(pi-1): 0.46694
coefficient of the logarithm: 0.14863 a^2
exchanges in 1500 steps: rule 2.1749, law 2.1735
<R^2>, n=100: series 0.62853, law 0.61240 a^2
<R^2>, n=1500: series 1.01658, law 1.01490 a^2
<R^2>, n=20000: series 1.40007, law 1.39990 a^2
diagonal start, n=20000: series 1.27248, law 1.27231 a^2
Poisson steps, mean 1200: rule 0.98373, law 0.98174 a^2
EXAMPLE: Cu(001) surface vacancy, rough typical inputs
spacing 0.256 nm, barrier 0.40 eV, attempt 1e+13 Hz
temperature 300 K, kT 0.02585 eV
formation energy 0.50 eV, terrace width 100 nm
total vacancy hop rate: 7.627e+06 1/s
coefficient of the logarithm: 0.00974 nm^2
growth per decade of time: 0.02243 nm^2
t=0.01 ms: hops 76.3, <R^2> series 0.03877, law 0.03750 nm^2
t=0.10 ms: hops 762.7, <R^2> series 0.06012, law 0.05992 nm^2
t=1.00 ms: hops 7627.0, <R^2> series 0.08238, law 0.08235 nm^2
rms displacement at 1 ms (series): 0.2870 nm
mean number of exchanges at 1 ms (law): 2.691
NEGLECTED EFFECTS at 1 ms
vacancy spread along one axis: 15.81 nm
upper bound on loss at terrace edges: 3.13e-03
mean time to reach a terrace edge: 10.00 ms
thermal vacancies per site: 3.98e-09
exchanges with other vacancies: 3.04e-05
time when they match the single vacancy (no edges): 217 s
hops to second layer, barrier 0.40 eV higher: 1.45e-03
<R^2> shift for 0.05 eV barrier error: 0.0188 nm^2, 22.9 %
leading tunnelling factor on hop rate: 1.107, <R^2> shift 0.00099 nm^2
marker atom, exchange barrier 0.05 eV higher: relative rate 0.145
its <R^2> after 1000 vacancy attempts: 0.2540 a^2, equal atom 0.9570 a^2
```
